# Membrane thickness and resonance frequency at fixed stress: a numerical check

```python
"""
Result under test: a clamped square membrane dominated by tension has
    f0 = sqrt(stress/density) / (sqrt(2)*width),
independent of thickness. Bending at the clamped edges adds a small relative
shift 2*delta/width, where delta = sqrt(rigidity/tension) grows with thickness.

Symbols: stress = biaxial tensile stress (Pa), density (kg/m3), width (m),
thickness (m), tension = force per length (N/m), areal mass (kg/m2),
rigidity = E*thickness^3/(12*(1-nu^2)) (N m), young = E, poisson = nu.
Two independent roads are used: elasticity resolved through the thickness of a
long strip, and finite elements for a clamped square plate under tension.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.linalg import eigh

# Rough typical values for high-stress silicon nitride membranes
width, stress, density = 1e-3, 1e9, 3000.0
young, poisson = 250e9, 0.25
nm, um = 1e-9, 1e-6


def rigidity(thickness):
    return young * thickness**3 / (12 * (1 - poisson**2))


def clamped_modes(tension, bending, count=12):
    """Even modes of a clamped strip of unit width under tension and bending.

    Hermite elements on half the strip, refined towards the clamped edge.
    Returns stiffness eigenvalues and slope-overlap matrix of the modes."""
    layer = np.sqrt(bending / tension) if tension > 0 else 1.0
    step, nodes = min(0.3 * layer, 0.02), [0.0]
    while nodes[-1] < 0.5:
        nodes.append(nodes[-1] + step)
        step = min(1.15 * step, 0.02)
    nodes = np.array(nodes) * 0.5 / nodes[-1]
    size = 2 * len(nodes)
    mass, slope, curve = (np.zeros((size, size)) for _ in range(3))
    for i, e in enumerate(np.diff(nodes)):
        s = slice(2 * i, 2 * i + 4)
        mass[s, s] += e / 420 * np.array([
            [156, 22*e, 54, -13*e], [22*e, 4*e*e, 13*e, -3*e*e],
            [54, 13*e, 156, -22*e], [-13*e, -3*e*e, -22*e, 4*e*e]])
        slope[s, s] += 1 / (30 * e) * np.array([
            [36, 3*e, -36, 3*e], [3*e, 4*e*e, -3*e, -e*e],
            [-36, -3*e, 36, -3*e], [3*e, -e*e, -3*e, 4*e*e]])
        curve[s, s] += 1 / e**3 * np.array([
            [12, 6*e, -12, 6*e], [6*e, 4*e*e, -6*e, 2*e*e],
            [-12, -6*e, 12, -6*e], [6*e, 2*e*e, -6*e, 4*e*e]])
    keep = slice(2, size - 1)   # clamped edge; zero slope at the centre
    mass, slope, curve = (a[keep, keep] for a in (mass, slope, curve))
    # Inverse problem: its largest eigenvalues are the accurate ones
    inverse, vectors = eigh(mass, tension * slope + bending * curve)
    inverse = inverse[::-1][:count]
    vectors = vectors[:, ::-1][:, :count] / np.sqrt(inverse)
    return 1 / inverse, vectors.T @ slope @ vectors


def strip_frequency(tension, rigid, areal_mass):
    values, _ = clamped_modes(tension, rigid / width**2)
    return np.sqrt(values[0] / areal_mass) / (2 * np.pi * width)


def square_frequency(tension, rigid, areal_mass, count=12):
    bending = rigid / width**2
    values, slopes = clamped_modes(tension, bending, count)
    one = np.eye(count)
    matrix = (np.kron(np.diag(values), one) + np.kron(one, np.diag(values))
              + 2 * bending * np.kron(slopes, slopes))
    lowest = np.linalg.eigvalsh(matrix)[0]
    return np.sqrt(lowest / areal_mass) / (2 * np.pi * width)


def elastic_strip_frequency(thickness, mean_stress, gradient=0.0):
    """Plane-strain elasticity with initial stress, resolved through thickness.

    Initial stress = mean_stress*(1 + gradient*zeta), zeta from -1 to 1.
    No tension per length, areal mass or plate rigidity is supplied."""
    shear = young / (2 * (1 + poisson))
    lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    stiff = lame + 2 * shear
    xi, wx = legendre.leggauss(120)
    order = np.arange(80)
    poly = legendre.legvander(xi, 82)
    norm = np.sqrt(4 * order + 6)
    fx = (poly[:, order + 2] - poly[:, order]) / norm
    dx = (2 * order + 3) * poly[:, order + 1] / norm * 2 / width
    ux, udx, vx, vdx = fx[:, 1::2], dx[:, 1::2], fx[:, ::2], dx[:, ::2]
    zeta, wz = legendre.leggauss(12)
    fz = legendre.legvander(zeta, 3)
    dz = np.column_stack([legendre.legval(zeta, legendre.legder(c))
                          for c in np.eye(4)]) * 2 / thickness
    initial = mean_stress * (1 + gradient * zeta)

    def ix(a, b):
        return a.T @ (wx[:, None] * b)

    def iz(a, b, weight=1.0):
        return a.T @ ((wz * weight)[:, None] * b)

    kuu = (np.kron(ix(udx, udx), stiff * iz(fz, fz) + iz(fz, fz, initial))
           + shear * np.kron(ix(ux, ux), iz(dz, dz)))
    kvv = (np.kron(ix(vdx, vdx), shear * iz(fz, fz) + iz(fz, fz, initial))
           + stiff * np.kron(ix(vx, vx), iz(dz, dz)))
    kuv = (lame * np.kron(ix(udx, vx), iz(fz, dz))
           + shear * np.kron(ix(ux, vdx), iz(dz, fz)))
    stiffness = np.block([[kuu, kuv], [kuv.T, kvv]])
    muu = density * np.kron(ix(ux, ux), iz(fz, fz))
    mvv = density * np.kron(ix(vx, vx), iz(fz, fz))
    zero = np.zeros((len(muu), len(mvv)))
    inertia = np.block([[muu, zero], [zero.T, mvv]])
    largest = eigh(inertia, stiffness, eigvals_only=True)[-1]
    return 1 / (2 * np.pi * np.sqrt(largest))


# --- Elasticity through the thickness: strip 2 um and 1 um thick ---
strip_limit = np.sqrt(stress / density) / (2 * width)
elastic_2 = elastic_strip_frequency(2 * um, stress)
elastic_1 = elastic_strip_frequency(1 * um, stress)
for h, f in ((2 * um, elastic_2), (1 * um, elastic_1)):
    plate = strip_frequency(stress * h, rigidity(h), density * h)
    # 5 % of the edge shift allows for shear and the real clamped end face
    assert abs((f - plate) / (plate - strip_limit)) < 0.05
# Residual change is the edge-bending shift, about 1 % at these thicknesses
assert abs(elastic_1 / elastic_2 - 1) < 0.015

# Same force per length on half the thickness: frequency rises by sqrt(2)
force_ratio = elastic_strip_frequency(1 * um, 2 * stress) / elastic_2
assert abs(force_ratio / np.sqrt(2) - 1) < 0.02

# No tension: bending alone makes frequency proportional to thickness
free_4 = elastic_strip_frequency(4 * um, 0.0)
free_2 = elastic_strip_frequency(2 * um, 0.0)
assert abs(free_2 / free_4 - 0.5) < 0.005
assert abs(free_4 / strip_frequency(0.0, rigidity(4 * um),
                                    density * 4 * um) - 1) < 0.01

# A strong linear stress profile with the same mean leaves frequency unchanged
graded = elastic_strip_frequency(2 * um, stress, gradient=0.5)
gradient_change = graded / elastic_2 - 1
assert abs(gradient_change) < 1e-4

# --- Clamped square at the real thicknesses ---
f0 = np.sqrt(stress / density) / (np.sqrt(2) * width)
rows = []
for h in np.array([200, 100, 50, 25]) * nm:
    full = square_frequency(stress * h, rigidity(h), density * h)
    bare = square_frequency(0.0, rigidity(h), density * h)
    delta = np.sqrt(rigidity(h) / (stress * h))
    edge = 2 * delta / width
    # The next term is of relative order delta/width
    assert abs((full / f0 - 1) / edge - 1) < 10 * delta / width
    rows.append((h, stress * h, density * h, delta, full, bare, edge))
coarse = square_frequency(0.0, rigidity(100 * nm), density * 100 * nm, 8)
assert abs(coarse / rows[1][5] - 1) < 1e-3
crossover = 100 * nm * f0 / rows[1][5]

# Modal mass and stiffness from energy integrals of the membrane shape
s = (np.arange(200) + 0.5) / 200
x, y = np.meshgrid(s, s)
shape2 = np.mean((np.sin(np.pi * x) * np.sin(np.pi * y))**2)
grad2 = np.pi**2 * np.mean((np.cos(np.pi * x) * np.sin(np.pi * y))**2
                           + (np.sin(np.pi * x) * np.cos(np.pi * y))**2)
modal = []
for row in rows[1:3]:
    modal_mass = row[2] * width**2 * shape2
    modal_stiffness = row[1] * grad2
    assert abs(modal_mass / (density * row[0] * width**2 / 4) - 1) < 1e-10
    assert abs(modal_stiffness / (np.pi**2 * stress * row[0] / 2) - 1) < 1e-10
    assert abs(np.sqrt(modal_stiffness / modal_mass) / (2*np.pi) / row[4]
               - 1) < 2 * row[6]
    modal.append((row[0], modal_mass, modal_stiffness))

# Partial changes on going from 100 nm to 50 nm
t100, m100 = rows[1][1:3]
d50 = rigidity(50 * nm)
only_tension = square_frequency(t100 / 2, d50, m100)
only_mass = square_frequency(t100, d50, m100 / 2)

# --- Assumed round scales for neglected effects ---
surface_stress = 1.0            # N/m on each face
layer_thickness, layer_density = 0.5 * nm, 1000.0   # on each face
mismatch, warming = 1e-6, 10.0  # 1/K, K
amplitude = 10 * nm
temperature, molar_mass = 300.0, 0.029
wavenumber = np.sqrt(2) * np.pi / width


def gas_mass_ratio(torr, thickness):
    gas = torr * constants.torr * molar_mass / (constants.R * temperature)
    return 2 * gas / wavenumber / (density * thickness)


biaxial = young / (1 - poisson)
thermal_shift = 0.5 * biaxial * mismatch * warming / stress
stretch = np.pi**2 * amplitude**2 / (8 * width**2)
amplitude_shift = 0.5 * biaxial * stretch / stress
# Linear profile, 0.9 GPa at the bottom to 1.1 GPa at the top; top half removed
bottom, top = 0.9 * stress, 1.1 * stress
remaining_mean = bottom + (top - bottom) * 0.25
etch_shift = np.sqrt(remaining_mean / (0.5 * (bottom + top))) - 1

print(f"Inputs: width {width*1e3:.1f} mm, stress {stress/1e9:.1f} GPa, "
      f"density {density:.0f} kg/m3")
print(f"Inputs: Young modulus {young/1e9:.0f} GPa, Poisson ratio {poisson}")
print(f"Wave speed sqrt(stress/density): {np.sqrt(stress/density):.1f} m/s")
print(f"Membrane limit f0: {f0/1e3:.3f} kHz")
for h, t, m, delta, full, bare, edge in rows:
    print(f"h = {h/nm:.0f} nm: tension {t:.0f} N/m, "
          f"areal mass {m*1e3:.3f} g/m2, edge layer {delta/nm:.0f} nm")
    print(f"   full frequency {full/1e3:.3f} kHz, "
          f"without tension {bare/1e3:.3f} kHz")
    print(f"   shift above f0: computed {100*(full/f0-1):.4f} %, "
          f"2*delta/L {100*edge:.4f} %")
print(f"Change of full frequency, 200 to 25 nm: "
      f"{100*(rows[3][4]/rows[0][4]-1):.3f} %")
for h, m, k in modal:
    print(f"h = {h/nm:.0f} nm: modal mass {m*1e12:.1f} ng, "
          f"modal stiffness {k:.1f} N/m")
print(f"100 nm film, only tension halved: {only_tension/1e3:.1f} kHz")
print(f"100 nm film, only mass halved: {only_mass/1e3:.1f} kHz")
print(f"Both halved (50 nm film): {rows[2][4]/1e3:.1f} kHz")
print(f"Thickness where tension-free frequency = f0: {crossover/um:.1f} um")
print("Elasticity test, long strip of the same width:")
print(f"   2 um: {elastic_2/1e3:.2f} kHz; 1 um: {elastic_1/1e3:.2f} kHz; "
      f"limit {strip_limit/1e3:.2f} kHz")
print(f"   2 to 1 um at fixed force per length: ratio {force_ratio:.3f}")
print(f"   4 to 2 um without tension: ratio {free_2/free_4:.3f}")
print(f"   stress varying by +-50 % about same mean: "
      f"change {100*gradient_change:.5f} %")
print("Neglected effects, from assumed round scales:")
print(f"   inputs: surface stress {surface_stress:.1f} N/m per face; "
      f"adlayer {layer_thickness/nm:.1f} nm per face")
print(f"   inputs: adlayer density {layer_density:.0f} kg/m3; "
      f"gas at {temperature:.0f} K")
for h in (100 * nm, 25 * nm):
    surface_shift = np.sqrt(1 + 2 * surface_stress / (stress * h)) - 1
    load = 2 * layer_density * layer_thickness / (density * h)
    print(f"   {h/nm:.0f} nm: surface stress {100*surface_shift:+.2f} %, "
          f"adlayer {100*(1/np.sqrt(1+load)-1):+.2f} % in f")
    print(f"   {h/nm:.0f} nm: gas/film mass scale "
          f"{gas_mass_ratio(760, h):.2f} at 760 Torr, "
          f"{gas_mass_ratio(1e-3, h):.1e} at 0.001 Torr")
print(f"   thermal mismatch {mismatch:.0e} /K over {warming:.0f} K: "
      f"size {100*thermal_shift:.2f} % in f")
print(f"   amplitude {amplitude/nm:.0f} nm: "
      f"size {100*amplitude_shift:.1e} % in f")
print(f"   stress {bottom/1e9:.1f} (bottom) to {top/1e9:.1f} GPa (top), "
      f"top half etched:")
print(f"   mean left {remaining_mean/1e9:.2f} GPa, f changes "
      f"{100*etch_shift:.2f} %")
print("PASS")
```

Output:

```
Inputs: width 1.0 mm, stress 1.0 GPa, density 3000 kg/m3
Inputs: Young modulus 250 GPa, Poisson ratio 0.25
Wave speed sqrt(stress/density): 577.4 m/s
Membrane limit f0: 408.248 kHz
h = 200 nm: tension 200 N/m, areal mass 0.600 g/m2, edge layer 943 nm
   full frequency 409.023 kHz, without tension 3.118 kHz
   shift above f0: computed 0.1898 %, 2*delta/L 0.1886 %
h = 100 nm: tension 100 N/m, areal mass 0.300 g/m2, edge layer 471 nm
   full frequency 408.634 kHz, without tension 1.559 kHz
   shift above f0: computed 0.0946 %, 2*delta/L 0.0943 %
h = 50 nm: tension 50 N/m, areal mass 0.150 g/m2, edge layer 236 nm
   full frequency 408.441 kHz, without tension 0.779 kHz
   shift above f0: computed 0.0472 %, 2*delta/L 0.0471 %
h = 25 nm: tension 25 N/m, areal mass 0.075 g/m2, edge layer 118 nm
   full frequency 408.345 kHz, without tension 0.390 kHz
   shift above f0: computed 0.0236 %, 2*delta/L 0.0236 %
Change of full frequency, 200 to 25 nm: -0.166 %
h = 100 nm: modal mass 75.0 ng, modal stiffness 493.5 N/m
h = 50 nm: modal mass 37.5 ng, modal stiffness 246.7 N/m
100 nm film, only tension halved: 288.8 kHz
100 nm film, only mass halved: 577.5 kHz
Both halved (50 nm film): 408.4 kHz
Thickness where tension-free frequency = f0: 26.2 um
Elasticity test, long strip of the same width:
   2 um: 294.34 kHz; 1 um: 291.45 kHz; limit 288.68 kHz
   2 to 1 um at fixed force per length: ratio 1.396
   4 to 2 um without tension: ratio 0.500
   stress varying by +-50 % about same mean: change -0.00000 %
Neglected effects, from assumed round scales:
   inputs: surface stress 1.0 N/m per face; adlayer 0.5 nm per face
   inputs: adlayer density 1000 kg/m3; gas at 300 K
   100 nm: surface stress +1.00 %, adlayer -0.17 % in f
   100 nm: gas/film mass scale 1.77 at 760 Torr, 2.3e-06 at 0.001 Torr
   25 nm: surface stress +3.92 %, adlayer -0.66 % in f
   25 nm: gas/film mass scale 7.07 at 760 Torr, 9.3e-06 at 0.001 Torr
   thermal mismatch 1e-06 /K over 10 K: size 0.17 % in f
   amplitude 10 nm: size 2.1e-06 % in f
   stress 0.9 (bottom) to 1.1 GPa (top), top half etched:
   mean left 0.95 GPa, f changes -2.53 %
PASS
```
